\section*{When TPSS correlation vanishes for one-electron densities, part 1}

(Sections cited here and not found follow in the second part.)

\section{The correlation energy of a single electron}

A single electron has no other electron to avoid, so its exact correlation energy is zero. A functional that reads only the spin densities and their gradients at a point cannot make its energy density vanish in every fully polarized one-electron system and still correlate a fully polarized system of many electrons. For the ion He$^+$ in its $1s$ ground state, with the exact spin-up density inserted, the PBE correlation functional gives $E_c=-2.7177\times10^{-20}$~J $=-0.1696$~eV. The whole of this number is error. Switching correlation off for all fully polarized densities would remove it, but at the price of another error, because a fully polarized uniform gas contains many electrons of one spin and has a real, negative correlation energy. A value of $n_\uparrow$ and $\nabla n_\uparrow$ met at a point of He$^+$ can also be met in a polarized many-electron system, and a gradient functional must return the same energy at both places. To remove the error and keep the correlation of polarized many-electron systems, a functional built point by point from local ingredients needs a further local quantity that tells a region filled by one orbital from a region shared by several. The ratio of the von Weizs\"acker kinetic-energy density to the orbital kinetic-energy density is such a quantity.

The statement that the exact value is zero follows from the definitions. Let $F[n]$ be the minimum of $\langle \hat T+\hat V_{ee}\rangle$ over wave functions with density $n$, let $T_s[n]$ be the minimum of $\langle\hat T\rangle$ over Slater determinants with that density, reached at $\Phi$, and let $U[n]$ be the Hartree energy. Then $E_x=\langle\Phi|\hat V_{ee}|\Phi\rangle-U$ and $E_c=F-T_s-U-E_x$. For one electron $\hat V_{ee}=0$, since it is a sum over pairs, and every wave function is a determinant. Hence $F=T_s$, $E_x=-U$ and $E_c=0$.

\section{Two kinetic-energy densities}

SI units are used. The electron mass is $m$, the Bohr radius is $a_0=4\pi\epsilon_0\hbar^2/(me^2)$ and the Hartree energy is $E_h=\hbar^2/(ma_0^2)$. Cartesian coordinates are $x_1,x_2,x_3$, so that the letter $z$ stays free. The electrons occupy collinear spin orbitals: each index $i$ labels a spatial function $\psi_i(\mathbf r)$, a spin $\sigma_i\in\{\uparrow,\downarrow\}$ along one fixed axis, and an occupation $f_i>0$. There are finitely many of them and no vector potential. Sums over $i$ run over both spins:
\begin{align}
n&=\sum_i f_i|\psi_i|^2=n_\uparrow+n_\downarrow, &
\tau&=\frac{\hbar^2}{2m}\sum_i f_i|\nabla\psi_i|^2,\label{eq:deftau}\\
\mathbf j&=\frac{\hbar}{m}\,\mathrm{Im}\sum_i f_i\,\psi_i^*\nabla\psi_i, &
\tau_W&=\frac{\hbar^2}{8m}\frac{|\nabla n|^2}{n}.\label{eq:deftauW}
\end{align}
Here $\mathbf j$ is the particle current density in m$^{-2}$s$^{-1}$, and $\tau$ and $\tau_W$ are in J/m$^3$. The quantity $\tau_W$ is built from the total density. Where $\tau>0$ the ratio is $z=\tau_W/\tau$.

The form of $\tau$ matters. From $\nabla^2|\psi|^2=2\,\mathrm{Re}\,\psi^*\nabla^2\psi+2|\nabla\psi|^2$ it follows that $-(\hbar^2/2m)\sum_i f_i\,\mathrm{Re}\,\psi_i^*\nabla^2\psi_i=\tau-\hbar^2\nabla^2 n/(4m)$. This Laplacian form has the same integral as $\tau$, but it differs point by point, can be negative, and satisfies none of the pointwise statements below.

\paragraph{Lemma 1 (one orbital).} Let one continuously differentiable orbital $\psi$ have occupation $f$. At every point where $\psi\neq0$,
\begin{equation}
\tau=\tau_W+\frac{m|\mathbf j|^2}{2n}.\label{eq:one}
\end{equation}

\emph{Proof.} Near such a point write $\psi=Re^{iS}$ with real $R>0$ and real $S$. Then $\nabla\psi=(\nabla R+iR\nabla S)e^{iS}$. The real and imaginary parts of the bracket are real vectors, so $|\nabla\psi|^2=|\nabla R|^2+R^2|\nabla S|^2$. With $n=fR^2$ the chain rule gives $\nabla n=2fR\nabla R$, and
\begin{equation}
\tau_W=\frac{\hbar^2}{8m}\,\frac{4f^2R^2|\nabla R|^2}{fR^2}=\frac{\hbar^2}{2m}f|\nabla R|^2 .
\end{equation}
Further $\psi^*\nabla\psi=R\nabla R+iR^2\nabla S$, so $\mathbf j=(\hbar/m)\,n\nabla S$ and
\begin{equation}
\frac{m|\mathbf j|^2}{2n}=\frac{m}{2n}\,\frac{\hbar^2n^2|\nabla S|^2}{m^2}=\frac{\hbar^2}{2m}fR^2|\nabla S|^2 .
\end{equation}
The sum of the last two results is $(\hbar^2/2m)f|\nabla\psi|^2=\tau$. $\square$

The second term is $\tfrac12 mnv^2$ with the flow velocity $\mathbf v=\mathbf j/n$. The term $\tau_W$ is the kinetic energy needed to shape the density, and the other term is the kinetic energy of its flow.

\paragraph{Lemma 2 (any number of orbitals).} With $\mathbf W_{ij}=\psi_i\nabla\psi_j-\psi_j\nabla\psi_i$, at every point where $n>0$,
\begin{equation}
\tau=\tau_W+\frac{m|\mathbf j|^2}{2n}+\frac{\hbar^2}{2mn}\sum_{i<j}f_if_j|\mathbf W_{ij}|^2 .\label{eq:many}
\end{equation}

\emph{Proof.} Fix a Cartesian direction $\mu$ and set $a_i=\sqrt{f_i}\,\psi_i$, $b_i=\sqrt{f_i}\,\partial_\mu\psi_i$. Expanding the modulus squared,
\begin{align}
\sum_{i,j}|a_ib_j-a_jb_i|^2
&=\sum_{i,j}\Big(|a_i|^2|b_j|^2+|a_j|^2|b_i|^2-2\,\mathrm{Re}\,[\,a_ib_i^*\,a_j^*b_j\,]\Big)\nonumber\\
&=2\sum_i|a_i|^2\sum_j|b_j|^2-2\Big|\sum_j a_j^*b_j\Big|^2 ,
\end{align}
because $\sum_i a_ib_i^*$ is the complex conjugate of $\sum_j a_j^*b_j$. On the left the terms $i=j$ vanish and each pair occurs twice, so the left side is $2\sum_{i<j}|a_ib_j-a_jb_i|^2$. Dividing by 2 and summing over $\mu$ gives the Lagrange identity
\begin{equation}
n\sum_i f_i|\nabla\psi_i|^2-\Big|\sum_i f_i\psi_i^*\nabla\psi_i\Big|^2=\sum_{i<j}f_if_j|\mathbf W_{ij}|^2 .\label{eq:lagrange}
\end{equation}
The real part of $\sum_i f_i\psi_i^*\nabla\psi_i$ is $\nabla n/2$, since $\nabla|\psi|^2=2\,\mathrm{Re}\,\psi^*\nabla\psi$, and its imaginary part is $m\mathbf j/\hbar$ by \eqref{eq:deftauW}. Its modulus squared is therefore $|\nabla n|^2/4+m^2|\mathbf j|^2/\hbar^2$. Multiplying \eqref{eq:lagrange} by $\hbar^2/(2mn)$ turns the first term into $\tau$, and the second into $\hbar^2|\nabla n|^2/(8mn)+m|\mathbf j|^2/(2n)$. $\square$

\paragraph{Theorem 1.} Let the orbitals be continuously differentiable in a connected open region $\Omega$ in which $n>0$.
(a) $\tau\ge\tau_W$ in $\Omega$, so $0\le z\le1$ wherever $\tau>0$.
(b) $\tau=\tau_W$ throughout $\Omega$ if and only if there are a real function $\chi$ and complex constants $c_i$ with $\psi_i=c_i\chi$ in $\Omega$ for every occupied $i$.

\emph{Proof.} Part (a) holds because the last two terms of \eqref{eq:many} are not negative. For the ``if'' of (b), $\mathbf W_{ij}=c_ic_j(\chi\nabla\chi-\chi\nabla\chi)=0$, and $\psi_i^*\nabla\psi_i=|c_i|^2\chi\nabla\chi$ is real, so $\mathbf j=0$. For the ``only if'', equality forces $\mathbf j=0$ and every $\mathbf W_{ij}=0$, since nonnegative terms with zero sum vanish separately. Take any point of $\Omega$. As $n>0$, some occupied orbital, called $\psi_1$, is nonzero in a small ball around it. There the quotient rule gives $\nabla(\psi_j/\psi_1)=\mathbf W_{1j}/\psi_1^2=0$, so $\psi_j=\lambda_j\psi_1$ with constants $\lambda_j$. Put $\Lambda=\sum_jf_j|\lambda_j|^2>0$ and $\psi_1=Re^{iS}$. Then $n=\Lambda R^2$ and $\mathbf j=(\hbar/m)\Lambda R^2\nabla S$, so $\mathbf j=0$ makes $S$ constant in the ball. Thus $\psi_j/\sqrt n=\lambda_je^{iS}/\sqrt\Lambda$ is constant near every point of $\Omega$. A locally constant function on a connected set is constant, and $\chi=\sqrt n$ serves. $\square$

\paragraph{Remark 1 (nodes and isolated points).} A real orbital with nodes satisfies $\tau=\tau_W$ in each nodal domain separately. On the node $n=0$ and $\tau_W$ is $0/0$, with the limit $\tau$ from either side. Part (b) concerns regions. Equality at a single point only says that $\mathbf j$ and the $\mathbf W_{ij}$ vanish at that point.

\paragraph{Remark 2 (what $z=1$ counts).} The identity \eqref{eq:many} never uses the spin labels, so $z$ counts spatial shapes and does not count electrons. If $n>0$ and $\tau=\tau_W$ in all space, Theorem 1(b) makes all occupied orbitals proportional, and orthogonality allows at most one orbital of each spin, since two proportional functions cannot be orthogonal. With integer occupations that leaves one electron, or two electrons of opposite spin in the same real orbital; fractional occupations of that orbital also give $z=1$.

\paragraph{Remark 3 (one orbital per spin is not enough).} Let the up and down electrons occupy the different real orbitals $\sqrt{n_\uparrow}$ and $\sqrt{n_\downarrow}$. Define $\zeta=(n_\uparrow-n_\downarrow)/n$ and $\mathbf D=n_\downarrow\nabla n_\uparrow-n_\uparrow\nabla n_\downarrow$. The quotient rule gives $\nabla\zeta=2\mathbf D/n^2$, and $1-\zeta^2=4n_\uparrow n_\downarrow/n^2$. Since $\nabla\sqrt{n_\sigma}=\nabla n_\sigma/(2\sqrt{n_\sigma})$, one has $\mathbf W_{\uparrow\downarrow}=-\mathbf D/(2\sqrt{n_\uparrow n_\downarrow})$, and \eqref{eq:many} gives
\begin{equation}
\tau-\tau_W=\frac{\hbar^2}{8m}\,\frac{|\mathbf D|^2}{n\,n_\uparrow n_\downarrow}=\frac{\hbar^2}{8m}\,\frac{n|\nabla\zeta|^2}{1-\zeta^2}.
\end{equation}
Each spin channel obeys $\tau_\sigma=\hbar^2|\nabla n_\sigma|^2/(8mn_\sigma)$, yet $z<1$ wherever the polarization varies.

\paragraph{Corollary 1.} For a fully polarized one-electron density $n$ with finite $T_W=\int\tau_W\,\mathrm d^3r$, the Kohn--Sham orbital may be taken as $\sqrt n$, and $T_s[n]=T_W[n]$.

\emph{Proof.} By Lemma 1 every orbital with $|\psi|^2=n$ has kinetic energy at least $T_W$, and the real orbital $\sqrt n$ attains it. $\square$

\section{The functional}

\subsection{The gradient-level ingredient}

Energies per electron are written $\varepsilon$, in joules. Let $r_s=(3/4\pi n)^{1/3}$, $x=r_s/a_0$, $k_F=(3\pi^2n)^{1/3}$ and $k_s=\sqrt{4k_F/(\pi a_0)}$. The PBE correlation energy per electron is $\varepsilon_G=\varepsilon_L+H$. The local part is the Perdew--Wang fit to the uniform gas,
\begin{align}
\frac{\varepsilon_L}{E_h}&=G_0-G_2\,\frac{g(\zeta)}{g''(0)}\,(1-\zeta^4)+(G_1-G_0)\,g(\zeta)\,\zeta^4,\label{eq:pw}\\
G_k&=-2\mathcal A(1+px)\ln\!\Big[1+\frac{1}{2\mathcal A\,(q_1x^{1/2}+q_2x+q_3x^{3/2}+q_4x^2)}\Big],\label{eq:G}\\
g(\zeta)&=\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}-2}{2^{4/3}-2},\qquad g''(0)=\frac{8}{9\,(2^{4/3}-2)} .
\end{align}
The constants belong to the definition of the functional, and all are positive:
\begin{center}
\begin{tabular}{ccccccc}
$k$ & $\mathcal A$ & $p$ & $q_1$ & $q_2$ & $q_3$ & $q_4$\\
0 & 0.0310907 & 0.21370 & 7.5957 & 3.5876 & 1.6382 & 0.49294\\
1 & 0.01554535 & 0.20548 & 14.1189 & 6.1977 & 3.3662 & 0.62517\\
2 & 0.0168869 & 0.11125 & 10.357 & 3.6231 & 0.88026 & 0.49671
\end{tabular}
\end{center}
Each $G_k$ is negative, as the logarithm is positive. Since $g(0)=0$ and $g(\pm1)=1$, one has $\varepsilon_L=G_0E_h<0$ at $\zeta=0$ and $\varepsilon_L=G_1E_h<0$ at $|\zeta|=1$. For large $x$ the logarithm falls as $x^{-2}$, so $G_k$ vanishes as $1/x$ when $n\to0$. The gradient part is
\begin{align}
H&=\gamma\phi^3E_h\ln\!\Big[1+\frac{\beta}{\gamma}\,t^2\,\frac{1+At^2}{1+At^2+A^2t^4}\Big],\qquad
A=\frac{\beta/\gamma}{e^{u}-1},\qquad u=-\frac{\varepsilon_L}{\gamma\phi^3E_h},\label{eq:H}\\
\phi&=\tfrac12\big[(1+\zeta)^{2/3}+(1-\zeta)^{2/3}\big],\qquad t=\frac{|\nabla n|}{2\phi k_sn},
\end{align}
with $\beta=0.066725$ and $\gamma=(1-\ln2)/\pi^2$.

\paragraph{Lemma 3.} Wherever $\varepsilon_L<0$, one has $\varepsilon_L\le\varepsilon_G<0$ for every finite $t$.

\emph{Proof.} Here $u>0$, so $A>0$ and $y=At^2\ge0$. The definition of $A$ gives $(\beta/\gamma)t^2=(e^u-1)\,y$. Also $y(1+y)/(1+y+y^2)=1-1/(1+y+y^2)$. The argument of the logarithm in \eqref{eq:H} is then
\begin{equation}
1+(e^u-1)-\frac{e^u-1}{1+y+y^2}=e^u\Big[1-\frac{1-e^{-u}}{1+y+y^2}\Big].
\end{equation}
The factor $e^u$ contributes $\gamma\phi^3E_hu=-\varepsilon_L$ to $H$, which cancels the local part:
\begin{equation}
\varepsilon_G=\gamma\phi^3E_h\ln\!\Big[1-\frac{1-e^{-u}}{1+y+y^2}\Big].\label{eq:eG}
\end{equation}
As $y$ runs from 0 to infinity the bracket rises from $e^{-u}$ towards 1, so $\varepsilon_G$ rises from $\varepsilon_L$ towards 0 without reaching it. $\square$

Lemma 3 applies in particular at $|\zeta|=1$. PBE therefore gives a strictly negative $E_c$ for every polarized one-electron density, which is the error stated at the start.

\subsection{TPSS correlation}

Write $\varepsilon_G$ for the value at the actual $n_\uparrow,n_\downarrow,\nabla n$, and $\varepsilon_G^{\sigma}=\varepsilon_G(n_\sigma,0,\nabla n_\sigma,0)$ for the value the density of spin $\sigma$ would have if it were alone and fully polarized. The functional is $E_c=\int n\,\varepsilon_c\,\mathrm d^3r$ with
\begin{align}
\varepsilon_c&=\varepsilon_R\,\big[1+d\,\varepsilon_Rz^3\big],\qquad d=2.8/E_h,\label{eq:tpss}\\
\varepsilon_R&=\varepsilon_G\,(1+Cz^2)-(1+C)\,z^2\sum_\sigma\frac{n_\sigma}{n}\,\tilde\varepsilon_\sigma,\qquad
\tilde\varepsilon_\sigma=\max\{\varepsilon_G^\sigma,\varepsilon_G\},\label{eq:eR}\\
C&=\frac{C_0(\zeta)}{\{1+\tfrac12\xi^2[(1+\zeta)^{-4/3}+(1-\zeta)^{-4/3}]\}^4},\qquad \xi=\frac{|\nabla\zeta|}{2k_F},\label{eq:C}\\
C_0&=0.53+0.87\zeta^2+0.50\zeta^4+2.26\zeta^6 .
\end{align}
The constant $d$ has the dimension of an inverse energy, so $d\,\varepsilon_R$ is a pure number. A functional is called TPSS-type here if it has the structure \eqref{eq:tpss}--\eqref{eq:eR} with any constant $d$, any bounded function $C$, and any gradient functional $\varepsilon_G$ that is finite at full polarization. The revTPSS functional is of this type: it changes the coefficients of $C_0$ and lets $\beta$ depend on $r_s$.

One rearrangement exposes the structure. Since $1+Cz^2=(1-z^2)+(1+C)z^2$ and $\sum_\sigma n_\sigma/n=1$,
\begin{equation}
\varepsilon_R=\varepsilon_G\,(1-z^2)+(1+C)\,z^2\sum_\sigma\frac{n_\sigma}{n}\,\big(\varepsilon_G-\tilde\varepsilon_\sigma\big).\label{eq:split}
\end{equation}
The first term is turned off by $z=1$. The second is the part of $\varepsilon_G$ that the separate spin densities do not account for, a model of correlation between opposite spins. The maximum in \eqref{eq:eR} makes each bracket $\varepsilon_G-\tilde\varepsilon_\sigma$ zero or negative, so $\varepsilon_R\le0$ wherever $\varepsilon_G\le0$ and $C\ge-1$. In the limit of a uniform density with $\tau>0$, $\tau_W=0$ gives $z=0$, and $\varepsilon_c=\varepsilon_G=\varepsilon_L$: the uniform gas, polarized or not, keeps its correlation energy.

At $n_\downarrow=0$ two expressions are undefined as written. The quantity $\varepsilon_G^\downarrow$ has $t=0/0$, and \eqref{eq:C} contains $\xi^2(1-\zeta)^{-4/3}=0\cdot\infty$. The natural reading drops the empty-spin term and gives $C$ any finite value. The next lemma shows that this reading is the limit of the formula.

\paragraph{Lemma 4.} At a point with fixed $n_\uparrow>0$ and $\nabla n_\uparrow$, let $n_\downarrow\to0$, $\nabla n_\downarrow\to0$ and $z\to z_0$. Then for TPSS $\varepsilon_R\to\varepsilon_G^\uparrow\,(1-z_0^2)$, whether or not $C$ has a limit.

\emph{Proof.} The braces in \eqref{eq:C} are at least 1 and $C_0$ grows with $|\zeta|$, so $0\le C\le C_0(1)=0.53+0.87+0.50+2.26=4.16$. With $z\le1$ the prefactor $(1+C)z^2$ in \eqref{eq:split} is at most 5.16. The functions $g$, $\phi$, $G_k$ and $t$ are continuous in $n$, $\zeta$ and $\nabla n$ up to $\zeta=1$, and $u$ stays positive near $\zeta=1$ because $G_1<0$, so $\varepsilon_G\to\varepsilon_G^\uparrow<0$. Then $\tilde\varepsilon_\uparrow\to\varepsilon_G^\uparrow$ too, as both arguments of the maximum have that limit, and the up term of the sum vanishes. For the down term, Lemma 3 at full polarization gives $\varepsilon_G^\downarrow<0$ for every $n_\downarrow>0$, whatever its $t$. Once $\varepsilon_G<0$, the maximum obeys $\varepsilon_G\le\tilde\varepsilon_\downarrow\le0$, so $|\varepsilon_G-\tilde\varepsilon_\downarrow|\le|\varepsilon_G|$ is bounded and the factor $n_\downarrow/n$ sends the term to zero. Only the first term of \eqref{eq:split} remains. $\square$

This part has shown that $\tau\ge\tau_W$, with equality throughout a connected region where $n>0$ only if all occupied orbitals there are constant multiples of one real function, and has put TPSS correlation in a form whose first term vanishes at $z=1$. It remains to establish when the whole correlation energy vanishes, where this fails, and how it works out for He$^+$ and two model states of He.

Numerical values quoted here were computed with a short program.
